\section*{Why semilocal functionals overestimate off-resonant molecular conductance, and by how much, part 2}

How far do semilocal (PBE) Kohn--Sham (KS) level positions distort the conductance $G=G_0T(E_F)$, $G_0=2e^2/h=77.48\ \mu$S, of a molecular junction? A single level $\varepsilon$ at distance $\Delta=|E_F-\varepsilon|$ ($\Delta_{KS}$ for the KS level), with width $\Gamma$ per lead, has $T=\Gamma^2/(\Delta^2+\Gamma^2)$, $|d\ln G/d\varepsilon|\approx2/\Delta$ and charge transfer $\delta n=\frac1\pi\arctan\frac\Gamma\Delta$ per spin. For level amplitude $c$, couplings $v_L$, $v_R$ to chains with hopping $t=-|t|$, reflection and transmission amplitudes $r$, $\tau$, $\Gamma_\alpha=2v_\alpha^2/|t|$ and $E_F$ at the band centre,
\begin{align}
it(1-r)&=v_Lc, & -it\tau&=v_Rc, & (E_F-\varepsilon)c&=v_L(1+r)+v_R\tau .
\label{match}
\end{align}

Janak's theorem is $dE/df=\varepsilon(f)$ for occupation $f$. Total-energy differences ($\Delta$SCF) $I=E(N-1)-E(N)$ and $A=E(N)-E(N+1)$ give the gas-phase errors $S_H=\varepsilon_H+I$ and $S_L=-A-\varepsilon_L$, each about $U/2$ with $U=\varepsilon(1)-\varepsilon(0)$. The sag is $E(f)$ minus its chord, about $-U/8$ at $f=1/2$.

Between grounded planes at $z=0$ and $z=L$, a charge $q$ at $z'$ has images $+q$ at $z'+2nL$ ($n\neq0$) and $-q$ at $-z'+2nL$ (all $n$), with potential $q\,g/4\pi\epsilon_0$. On one common normal,
\begin{equation}
g(z,z')=\frac1{2L}\left[\psi(b)+\psi(1-b)-\psi(1-a)-\psi(1+a)\right],
\label{g}
\end{equation}
with $\psi$ the digamma function, $a=(z-z')/2L$, $b=(z+z')/2L$. Charges $\pm ew_i$ at $z_i$, $\sum_iw_i=1$, have image energy $P=-\frac12\frac{e^2}{4\pi\epsilon_0}\sum_{ij}w_iw_jg(z_i,z_j)$; then $I\to I-P$, $A\to A+P$.

Example: Br$_2$ (bond $0.23$ nm) along the normal, planes $0.20$ nm beyond the atoms, $L=0.63$ nm, $E_F=-5.5$ eV from vacuum, $\Gamma=0.10$ eV, $|t|=5$ eV. The $\pi_g$ HOMO and $\sigma_u$ LUMO are separate channels; deeper orbitals are omitted. In eV: $\varepsilon_H=-6.860$, $\varepsilon_L=-4.651$, $I=10.301$, $A=1.565$ (M\o ller--Plesset $10.46$, $1.38$), $S_H=3.441$, $S_L=3.085$, $U_H=6.92$. The two-point model ($w_1=w_2=1/2$) gives $P=1.7445$ eV for both levels; distributed charges give about $1.76$ (HOMO) and $2.06$ eV (LUMO).

\subsection{Why the semilocal eigenvalue does not contain $P$}

Including the electrodes in the self-consistent cell does not put $P$ into the eigenvalue, within classical screening and weak coupling. Let $\rho_0$ be the charge density of the neutral molecule and $x\,\delta\rho$ the change on moving a fraction $x$ of an electron. The induced energy is the quadratic form $\frac12\langle\rho|g|\rho\rangle/4\pi\epsilon_0$, so
\begin{equation}
E_{\rm im}(x)=E_{\rm im}(0)+x\,\frac{\langle\delta\rho|g|\rho_0\rangle}{4\pi\epsilon_0}-Px^2 .
\end{equation}
By Janak's theorem the eigenvalue of the neutral molecule is the slope at $x=0$, where the last term has zero derivative. The total-energy difference between $x=0$ and $x=1$ contains $P$ in full. A semilocal exchange-correlation potential on the molecule depends on the density and its first and second derivatives at that point, so it adds no term from a metal whose density does not reach the molecule.

The linear term survives and should be sized. For a field point $z'$ on the axis, $g$ is an axially symmetric harmonic function of the source position, so $\partial_x^2g=\partial_y^2g=-\frac12\partial_z^2g$ on the axis and the second-order Taylor term about the molecular centre is $\frac12[z^2-(x^2+y^2)/2]\,\partial_z^2g$. The molecule has no net charge or dipole, so the leading induced potential is $(\Theta/2)\,\partial_z^2g/4\pi\epsilon_0$, with $\Theta=\int\rho_0\,[z^2-(x^2+y^2)/2]\,d\mathbf r$, and an electron level shifts by $-e$ times its value at the atoms. With the PBE moment $\Theta=0.0119\ e\,$nm$^2$ the shift is $+0.15$ eV at first order and quadrupole level, 9\% of $P$. Higher multipoles are omitted and the molecule is not small against the gap, so this is a rough size only: the full PBE density gives about $0.2$ eV at the atoms and for the HOMO and about $0.3$ eV for the LUMO, and $\Theta$ itself drops to $0.0100\ e\,$nm$^2$ in an all-electron triple-zeta basis. In the two-point-charge model it is the same for HOMO and LUMO and leaves the gap alone, whereas real orbitals of different shape shift by different amounts. It enters the KS and the corrected level equally. The estimate is small against $P$ but matters for absolute values: times $1.46$ eV$^{-1}$ it is a change of about $0.2$ in $\ln G$ for the PBE HOMO. It is not included in the distances below, and neither is the shift from charge transfer. Its unscreened scale is $U\,\delta n\approx6.9\times0.023=0.16$ eV for each spin orbital that loses this charge. The $\pi_g$ shell has four, which repel one another about as strongly, so their loss alone lowers the levels by roughly $4\times0.16\approx0.6$ eV ($0.66$ eV in self-consistent PBE with these occupations). The LUMO gains $0.037$ electrons per spin and pushes the other way, leaving about $0.15$ eV, and the deeper occupied orbitals add further small losses. The net shift is a difference of large terms and depends on which orbitals couple to the leads. Both belong to the alignment, which the model fixes by choosing $E_F$.

\subsection{The DFT+$\Sigma$ shift and the size of the overestimate}

DFT+$\Sigma$ adds $\sum_i\Sigma_i|\phi_i\rangle\langle\phi_i|$ to the molecular block of the KS Hamiltonian, with $\Sigma_H=-S_H+P$ and $\Sigma_L=+S_L-P$, and keeps the orbitals $\phi_i$ and hence $\Gamma$. With $E_F$ in the KS gap, both levels move away from it by $S-P$, so $\Delta_\Sigma=\Delta_{KS}+S-P$ and, for $\Delta_\Sigma>0$,
\begin{equation}
\frac{G_{KS}}{G_\Sigma}=\frac{\Delta_\Sigma^2+\Gamma^2}{\Delta_{KS}^2+\Gamma^2}\approx\left(1+\frac{S-P}{\Delta_{KS}}\right)^2 .
\label{ratio}
\end{equation}
In the off-resonant form $\Gamma$ cancels. For the HOMO, $\Delta_{KS}=-5.5+6.860=1.360$ eV, $S-P=1.696$ eV, the corrected level is at $-8.557$ eV and $\Delta_\Sigma=3.057$ eV. The Lorentzian ratio is $(3.057^2+0.01)/(1.360^2+0.01)=5.03$ and the off-resonant form gives $5.05$. For the LUMO, $\Delta_{KS}=0.849$ eV, $S-P=1.341$ eV and $\Delta_\Sigma=2.190$ eV, so $G$ falls from $1.06\ \mu$S ($1.4\times10^{-2}G_0$) to $0.161\ \mu$S ($2.1\times10^{-3}G_0$), a ratio of $6.57$ (off-resonant form $6.65$). The LUMO has the smaller shift and the larger ratio because Eq.~(\ref{ratio}) depends on $(S-P)/\Delta_{KS}$, which is $1.58$ for the LUMO and $1.25$ for the HOMO. This ordering rests on the shared $P$ of the two-point model: with the distributed-charge values $1.76$ and $2.06$ eV the ratios are about $5.0$ (HOMO) and $4.8$ (LUMO).

Applying the gas-phase correction alone overshoots. Without $P$ the distances are $4.80$ and $3.94$ eV, the ratios become $12.4$ and $21.2$, and the conductances of $0.034$ and $0.050\ \mu$S lie below the DFT+$\Sigma$ values by factors of $2.5$ and $3.2$. The choice between the two sets of $I$ and $A$ matters less: the differences between $\Delta$SCF and M\o ller--Plesset values, multiplied by $2/\Delta_\Sigma$, change $G_\Sigma$ by about 10\% (HOMO) and 17\% (LUMO). These differences are not a bound on the error of either set.

\subsection{Where the overestimate shrinks or reverses}

As long as the corrected level stays on its own side of $E_F$ ($\Delta_\Sigma>0$), Eq.~(\ref{ratio}) gives the error the sign of $S-P$. In this geometry $P$ reaches $S$ when the planes are $0.081$ nm (HOMO) or $0.094$ nm (LUMO) from the atoms, and at nine tenths of these distances the scattering solution gives $G_\Sigma>G_{KS}$. Those distances are under half a bond length, where point charges and sharp planes no longer describe the contact; the usable content is that $S>P$ at larger distances in this model. On resonance, $\Delta_{KS}\ll\Gamma$, the off-resonant form diverges while the Lorentzian ratio tends to $1+\Delta_\Sigma^2/\Gamma^2$.

The single-level picture fails when two levels share a channel. Let level $j$ couple with $v$ on the left and $p_jv$ on the right, $p_j=\pm1$. Equations~(\ref{match}) become $-it\tau=v\sum_jp_jc_j$ and $(E_F-\varepsilon_j)c_j=v(1+r)+p_jv\tau$. To leading order in $v$, $r=1$ and $\tau$ drops from the second equation, so $c_j=2v/(E_F-\varepsilon_j)$ and
\begin{equation}
\tau=-i\Gamma\sum_j\frac{p_j}{E_F-\varepsilon_j},\qquad T=\Gamma^2\left(\frac1{\Delta_H}-\frac{p_Hp_L}{\Delta_L}\right)^2,
\end{equation}
since $E_F-\varepsilon$ is $+\Delta_H$ for the occupied and $-\Delta_L$ for the empty level. Take model distances $(1.0,1.1)$ eV before and $(2.0,3.0)$ eV after correction. For opposite parity the amplitudes add, and the full scattering solution gives a ratio of $5.17$. For equal parity they subtract, $(1-1/1.1)^2/(1/2-1/3)^2=0.298$, in agreement with the full solution: both levels have moved away from $E_F$, yet the uncorrected conductance is the lower one, because it sat near a transmission zero.

Static image theory assumes that the metal responds instantly. To estimate the cost, let one plasmon mode of energy $\hbar\omega$ carry all of $P$. It is in its vacuum $|0\rangle$ for the neutral molecule, and in the charged state $H=\hbar\omega b^\dagger b-\lambda(b+b^\dagger)$. With $\tilde b=b-\alpha$ and $\alpha=\lambda/\hbar\omega$, expanding $\tilde b^\dagger\tilde b$ gives $H=\hbar\omega\tilde b^\dagger\tilde b-\lambda^2/\hbar\omega$, so $P=\lambda^2/\hbar\omega$ and the eigenvalues are $m\hbar\omega-P$. From $\tilde b|0\rangle=-\alpha|0\rangle$ follows $\sqrt{m+1}\langle\widetilde{m+1}|0\rangle=-\alpha\langle\tilde m|0\rangle$, which with normalization gives the weights $e^{-\eta}\eta^m/m!$, $\eta=\alpha^2=P/\hbar\omega$. At leading order in $\Gamma$ the elastic amplitude passes once through the charged state, so $1/\Delta$ is replaced by $\langle0|(\Delta_\Sigma+P+H)^{-1}|0\rangle$. Relative to the static $1/\Delta_\Sigma$ this is the factor
\begin{equation}
F=\sum_m\frac{e^{-\eta}\eta^m}{m!}\frac{\Delta_\Sigma}{\Delta_\Sigma+m\hbar\omega}\approx1-\eta+\frac{\eta\Delta_\Sigma}{\Delta_\Sigma+\hbar\omega}=1-\frac{P}{\Delta_\Sigma+\hbar\omega},
\end{equation}
to first order in $\eta$. Every term with $m>0$ is reduced, so $F<1$ in this model. For $\hbar\omega\to\infty$, $F\to1$. For $\hbar\omega\to0$ at fixed $P$, $m\hbar\omega$ has mean $P$ and variance $P\hbar\omega\to0$, so the amplitude tends to $1/(\Delta_\Sigma+P)$, the unscreened value. With the round value $\hbar\omega=10$ eV, $\eta=0.174$ (printed as $g$), and for the HOMO matrix inversion and the series agree on $F=0.876$, against $1-1.7445/13.057=0.866$ at first order. $F$ exceeds the quasiparticle weight $e^{-\eta}=0.840$ because the satellites contribute with the same sign. The conductance factor is $F^2=0.77$, and the HOMO ratio rises from $5.0$ to $5.026/0.7674=6.55$. The size depends on the mode energy: at $\hbar\omega=3.7$ and $2.5$ eV, nearer the surface-plasmon range of noble metals, $F=0.78$ and $0.74$ and the conductance factor is $0.61$ and $0.55$. A single mode is a crude model of two metal surfaces, so this indicates a sign and a range of sizes.

\subsection{What to do}

Extract $\Delta_{KS}$ and $\Gamma$ from the computed transmission, and check that one Lorentzian tail accounts for $T(E_F)$, that $\Gamma\ll\Delta_{KS}$ and that $\delta n\ll1$. The correction presumes molecular orbitals that survive in the junction, and Eq.~(\ref{ratio}) presumes a single level per channel. Where several orbitals share a channel, shift each one and recompute $T$ with the signs $p_j$ retained.

Obtain $S$ from total-energy differences at the junction geometry, cross-check them with a second method, and use one calculation at half occupation as a diagnostic: $S\approx U/2$ is four times the sag when $\varepsilon(f)$ is near linear, here $4(0.866)=3.46$ eV against $3.44$ eV. Apply $S$ and $P$ together, since $S$ alone overcorrects by the factors found above. Evaluate $P$ for each orbital from its distributed charge, using the image sum with the lateral separations included in the distances (Eq.~(\ref{g}) holds only for charges on one common normal), and repeat it for a range of image-plane positions, which are an input of the method; an uncertainty $\delta P$ enters $\ln G_\Sigma$ as $2\,\delta P/\Delta_\Sigma$. Do not add the linear term by hand if the electrodes were in the self-consistent calculation, because the Hartree potential already contains it. Report $1-F$, from the full series for $F$, as the single-mode estimate of the relative error of the static amplitude (the first-order form $P/(\Delta_\Sigma+\hbar\omega)$ requires $P\ll\hbar\omega$), and state that $\Gamma$ was taken from the semilocal orbitals: any error in it multiplies $G_\Sigma$ as $\Gamma_L\Gamma_R$ and is untouched by the level shift.

\section*{Computed results}
\begin{verbatim}
inputs: bond 0.23 nm, plane distance 0.2 nm, L 0.63 nm, T 300 K
inputs: E_F -5.5 eV, Gam 0.1 eV, lead |t| 5.0 eV, hw 10.0 eV
basis functions = 52, valence electrons = 14
G0 = 77.481 uS
e^2/(4 pi eps0) = 1.44 eV nm
PBE KS gap = 2.2099 eV
dSCF gap I - A = 8.7357 eV
junction gap I - A - 2P = 5.2468 eV
HF HOMO = -11.007 eV
HF eps_H + I(dHF) = -0.74919 eV
g(z1,z1) = -2.7108 1/nm
g(z1,z2) = -2.135 1/nm
image energy P = 1.7445 eV
P for point charge at midplane = 1.5843 eV
quadrupole Theta = 0.011918 e nm^2
static level shift = 0.15286 eV
HOMO: eps PBE = -6.860 eV, DFT+Sigma level = -8.557 eV
HOMO: I dSCF = 10.301 eV, Janak = 10.301 eV, dMP2 = 10.459 eV
HOMO: U = 6.917 eV, U/2 = 3.459 eV, S = 3.441 eV, S-P = 1.696 eV
HOMO: sag at half charge = -0.866 eV, -U/8 = -0.865 eV
HOMO PBE: D = 1.360 eV, G = 0.4164 uS = 5.374e-03 G0, dn = 0.0234 per spin
HOMO S only: D = 4.801 eV, G = 0.0336 uS = 4.336e-04 G0, dn = 0.0066 per spin
HOMO DFT+Sigma: D = 3.057 eV, G = 0.08284 uS = 1.069e-03 G0, dn = 0.0104 per spin
HOMO: G_ks/G_sigma = 5.026, off-resonant form = 5.048, without P = 12.393
HOMO: distance where P = S: 0.0810 nm
LUMO: eps PBE = -4.651 eV, DFT+Sigma level = -3.310 eV
LUMO: A dSCF = 1.565 eV, Janak = 1.565 eV, dMP2 = 1.381 eV
LUMO: U = 5.954 eV, U/2 = 2.977 eV, S = 3.085 eV, S-P = 1.341 eV
LUMO: sag at half charge = -0.748 eV, -U/8 = -0.744 eV
LUMO PBE: D = 0.849 eV, G = 1.059 uS = 1.367e-02 G0, dn = 0.0373 per spin
LUMO S only: D = 3.935 eV, G = 0.05002 uS = 6.455e-04 G0, dn = 0.0081 per spin
LUMO DFT+Sigma: D = 2.190 eV, G = 0.1612 uS = 2.080e-03 G0, dn = 0.0145 per spin
LUMO: G_ks/G_sigma = 6.571, off-resonant form = 6.648, without P = 21.175
LUMO: distance where P = S: 0.0938 nm
HOMO dlnG/deps = 1.4622 1/eV, 2/D = 1.4701 1/eV
thermal correction = 3.549e-03, (pi kT/D)^2 = 3.564e-03, kT = 0.02585 eV
two levels (D_H, D_L): KS (1.0, 1.1) eV, corrected (2.0, 3.0) eV
ratio, equal parity = 0.29758
ratio, opposite parity = 5.1723
plasmon: g = 0.1744, Z = 0.8399, amplitude factor = 0.8760
first-order factor = 0.8664, conductance factor = 0.7674
HOMO ratio with dynamical screening = 6.55
\end{verbatim}
